# Dipole photoionisation of a hydrogen-like 1s state and continuum normalisation: a program that tests the result

```python
# Hydrogenic 1s -> continuum p photoionisation, Hartree atomic units.
# Under test: with F = F_1(-nu, k r), nu = Z/k, E = k^2/2, I = int u_1s r F dr,
#  u_k = sqrt(2/pi) F (delta in k), u_E = sqrt(2/(pi k)) F (delta in E),
#  box states u(R)=0 with int F^2 = phi_k/2, dn/dk = phi_k/pi (phi = atan(F/G),
#  phi_k = d phi/dk), and delta^3(k) states all give W = (pi E0^2/6) DE2, where
#  DE2 = 256 Z^6 exp(-4 nu atan(1/nu)) / ((1-exp(-2 pi nu)) (Z^2+k^2)^5),
#  sigma = 4 pi^2 alpha omega DE2/3, field E0 cos(omega t) along z.
import numpy as np, mpmath as mp
from numpy import pi, sqrt, exp, log, arctan
from numpy.polynomial.legendre import leggauss, legvander
from scipy.integrate import solve_ivp, simpson, quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import jv
from scipy import constants as sc
mp.mp.dps = 30

def show(label, value, unit):
    print(f"{label} = {value:.7g} {unit}")
def close(a, b, tol):
    return abs(a/b - 1) < tol
def c1(Z, k):
    nu = Z/k
    return sqrt(2*pi*nu/(1 - exp(-2*pi*nu)))*sqrt(1 + nu**2)/3
def i_exact(Z, k):
    return 24*Z**2.5*c1(Z, k)*k**2*exp(-2*Z/k*arctan(k/Z))/(Z*Z + k*k)**3
def de2_exact(Z, k):
    nu = Z/k
    return 256*Z**6*exp(-4*nu*arctan(1/nu))/((1 - exp(-2*pi*nu))*(Z*Z + k*k)**5)
def u1s(Z, r):
    return 2*Z**1.5*r*exp(-Z*r)
def coul_f(Z, k, r):
    return float(mp.coulombf(1, -mp.mpf(Z)/k, mp.mpf(k)*r))
def raw(ks, Z, r):
    """l=1 solutions with u ~ r^2 at the origin, by ODE integration."""
    ks = np.atleast_1d(np.array(ks, float)); m = len(ks)
    a = [np.ones(m), -Z/2*np.ones(m)]
    for n in range(2, 9):
        a.append((-2*Z*a[n-1] - ks**2*a[n-2])/(n*(n + 3)))
    u0 = sum(a[n]*r[0]**(n + 2) for n in range(9))
    d0 = sum((n + 2)*a[n]*r[0]**(n + 1) for n in range(9))
    rhs = lambda x, y: np.concatenate([y[m:], (2/x**2 - 2*Z/x - ks**2)*y[:m]])
    s = solve_ivp(rhs, (r[0], r[-1]), np.concatenate([u0, d0]), t_eval=r,
                  method="DOP853", rtol=1e-11, atol=1e-14)
    return s.y[:m], s.y[m:]
def gauss_nodes(n, top):
    x, w = leggauss(n)
    return top*(x + 1)/2, w*top/2

# C_1 and dipole integral: ODE scaled by the WKB amplitude (error ~ Z/(k^4 r^3))
r = np.linspace(0.01, 200, 20001)
for Zt, kt in [(1, 0.7), (2, 1.0), (2, 2.5), (1, 1.5)]:
    u, du = raw(kt, Zt, r); u, du = u[0], du[0]; x = r[-1]
    p = sqrt(kt**2 + 2*Zt/x - 2/x**2); dp = (-Zt/x**2 + 2/x**3)/p
    amp = sqrt((p*u[-1]**2 + (du[-1] + dp*u[-1]/(2*p))**2/p)/kt)
    assert close(1/amp, c1(Zt, kt)*kt**2, 2e-6)
    i_ode = simpson(u1s(Zt, r)*r*u/amp, x=r)
    assert close(i_ode, i_exact(Zt, kt), 2e-6)
    assert close(2/(pi*kt)*i_ode**2, de2_exact(Zt, kt), 4e-6)
Z, k, E0 = 1, 1.5, 1e-3
nu, E = Z/k, k*k/2; omega = E + Z*Z/2
f_grid = u/amp
j = 700
kummer = c1(Z, k)*(k*r[j])**2*complex(mp.exp(-1j*k*r[j])*mp.hyp1f1(2 + 1j*nu, 4, 2j*k*r[j]))
assert abs(kummer - f_grid[j]) < 2e-6 and abs(coul_f(Z, k, r[j]) - kummer) < 1e-12

# Laplace integral of the Kummer function
lam = 1.3; xq, wq = gauss_nodes(200, 40.0)
lap = sum(w*t**3*np.exp(-(lam + 1j*k)*t)*complex(mp.hyp1f1(2 + 1j*nu, 4, 2j*k*t))
          for t, w in zip(xq, wq))
assert close(lap, 6*exp(-2*nu*arctan(k/lam))/(lam**2 + k*k)**2, 1e-9)

# Wronskian identity and wave-packet norms
r = np.linspace(0.01, 90, 9001)
u, du = raw([1.2, 1.5], Z, r)
assert close(simpson(u[0]*u[1], x=r),
             (u[0, -1]*du[1, -1] - u[1, -1]*du[0, -1])/(1.2**2 - 1.5**2), 1e-6)
ks = np.linspace(0.8, 2.2, 101)
fk = raw(ks, Z, r)[0]*(c1(Z, ks)*ks**2)[:, None]
pack = (ks[1] - ks[0])*(exp(-(ks - 1.5)**2/0.02)*sqrt(2/pi)) @ fk
ratio_k = simpson(pack**2, x=r)/(0.1*sqrt(pi))
es = np.linspace(0.3, 1.7, 101); ks = sqrt(2*es)
fk = raw(ks, Z, r)[0]*(c1(Z, ks)*ks**2)[:, None]
ge = (es[1] - es[0])*exp(-(es - 1.0)**2/0.02)
ratio_e = simpson(((ge*sqrt(2/(pi*ks))) @ fk)**2, x=r)/(0.1*sqrt(pi))
ratio_wrong = simpson(((ge*sqrt(2/pi)) @ fk)**2, x=r)/(0.1*sqrt(pi))
assert close(ratio_k, 1, 1e-6) and close(ratio_e, 1, 1e-6) and ratio_wrong > 1.3

# delta^3(k) state in parabolic coordinates xi=r+z, zeta=r-z, k along z
xq, wq = gauss_nodes(200, 80.0)
fxi = np.array([complex(mp.hyp1f1(1j*nu, 1, 1j*k*t)) for t in xq])*np.exp(-(Z + 1j*k)*xq/2)
fze = np.exp(-(Z - 1j*k)*xq/2)
core = (wq @ (xq**2*fxi))*(wq @ fze) - (wq @ fxi)*(wq @ (xq**2*fze))
pref = (2*pi)**-1.5*exp(pi*nu/2)*float(abs(mp.gamma(1 + 1j*nu)))*Z**1.5/sqrt(pi)
m2 = abs(pref*2*pi/8*core)**2
de2 = de2_exact(Z, k); dk2 = 2/pi*i_ode**2
assert close(k*4*pi/3*m2, de2/3, 1e-9)

# threshold from the zero-energy Bessel solution
for Zt in (2, 1):
    d0 = quad(lambda t: u1s(Zt, t)*t*sqrt(2*t)*jv(3, sqrt(8*Zt*t)), 0, 60, limit=200)[0]
    assert close(d0**2, 256*exp(-4)/Zt**4, 1e-8)
    assert close(de2_exact(Zt, 1e-4), d0**2, 1e-6)

rate = lambda d2: pi*E0**2/6*d2
for lab, val, un in [("Z", Z, ""), ("k", k, "1/a0"), ("nu", nu, ""), ("E", E, "Eh"),
        ("omega", omega, "Eh"),
        ("photon energy", omega*sc.physical_constants["Hartree energy in eV"][0], "eV"),
        ("E0", E0, "a.u."), ("C_1", c1(Z, k), ""),
        ("exp(-2 nu atan(1/nu))", exp(-2*nu*arctan(1/nu)), ""),
        ("I closed form", i_exact(Z, k), "a0^1.5"), ("I from ODE", i_ode, "a0^1.5"),
        ("D_k^2 from ODE", dk2, "a0^3"), ("D_E^2", de2, "a0^2/Eh"),
        ("|M|^2 along z, delta^3", m2, "a0^5"),
        ("packet norm ratio, k", ratio_k, ""), ("packet norm ratio, E", ratio_e, ""),
        ("ratio, u_k misused in E packet", ratio_wrong, ""),
        ("W from k", rate(dk2/k), "a.u."), ("W from E", rate(de2), "a.u."),
        ("W from delta^3", rate(4*pi*k*m2), "a.u.")]:
    show(lab, val, un)

def box(R, nb=300):
    """Legendre-Galerkin l=1 levels and radial dipoles with u(0)=u(R)=0."""
    x, w = leggauss(nb + 150); rr = R*(x + 1)/2; w = w*R/2
    V = legvander(x, nb + 1); jj = np.arange(nb); nrm = sqrt(4*jj + 6)
    b = (V[:, jj] - V[:, jj + 2])/nrm
    db = -(2*jj + 3)*V[:, jj + 1]/nrm*2/R
    S = b.T @ (w[:, None]*b)
    H = 0.5*db.T @ (w[:, None]*db) + b.T @ ((w*(1/rr**2 - Z/rr))[:, None]*b)
    mu, c = eigh(S, H + S)
    keep = np.where(mu > 0.2)[0][::-1]
    return 1/mu[keep] - 1, (w*u1s(Z, rr)*rr) @ b @ (c[:, keep]/sqrt(mu[keep]))
def phase(kk, R):
    return mp.atan(mp.coulombf(1, -Z/kk, kk*R)/mp.coulombg(1, -Z/kk, kk*R))
line = lambda e, e0, s: exp(-(e - e0)**2/(2*s*s))/(s*sqrt(2*pi))
s = 0.1; tau = 1/(sqrt(2)*s)
avg = quad(lambda e: de2_exact(Z, sqrt(2*e))*line(e, E, s), 0.05, 2.5, epsabs=1e-13)[0]
rg = np.linspace(0.01, 200, 20001); errs = []; first = None
for start in (60, 120):
    i = np.where((f_grid[:-1]*f_grid[1:] < 0) & (rg[:-1] > start))[0][0]
    R = brentq(lambda t: coul_f(Z, k, t), rg[i] - 0.01, rg[i + 1] + 0.01, xtol=1e-13)
    en, dn = box(R); n = np.argmin(abs(en - E))
    assert abs(en[n] - E) < 1e-9 and abs(en[0] + Z*Z/8) < 1e-8
    h = mp.mpf("1e-6")
    phik = float((phase(k + h, mp.mpf(R)) - phase(k - h, mp.mpf(R)))/(2*h))
    rr = np.linspace(0.01, R, 12001)
    norm = simpson((raw(k, Z, rr)[0][0]*c1(Z, k)*k*k)**2, x=rr)
    assert close(norm, phik/2, 1e-7)
    asym = R - Z/k**2*(log(2*k*R) - 1 - float(mp.re(mp.digamma(2 + 1j*nu))))
    assert abs(phik - asym) < 2/R and R - phik > 1
    rho = phik/(pi*k)
    assert close(dn[n]**2*rho, de2, 1e-7)
    rho_sp = 2/(sqrt(2*en[n + 1]) - sqrt(2*en[n - 1]))/k
    errs.append(abs(rho_sp/rho - 1)); assert errs[-1] < 2e-4
    mix = dn[n]**2*R/(pi*k)/de2 - 1
    assert mix > 0.01
    boxsum = np.sum(dn**2*line(en, E, s))
    assert close(boxsum, avg, 1e-6)
    for lab, val, un in [("R", R, "a0"), (" level number", n + 1, ""),
            (" int F^2", norm, "a0"), (" phi_k", phik, "a0"),
            (" phi_k asymptotic", asym, "a0"), (" D_n^2", dn[n]**2, "a0^2"),
            (" dn/dE", rho, "1/Eh"), (" rel. error of spacing density", errs[-1], ""),
            (" W from box", rate(dn[n]**2*rho), "a.u."),
            (" rel. error with R/pi density", mix, ""),
            (" box line sum", boxsum, "a0^2/Eh")]:
        show(lab, val, un)
    if first is None:
        first = (en, dn, n)
assert errs[0]/errs[1] > 3

# a line narrower than the spacing does not give a rate
en, dn, n = first; narrow = 0.015; mid = (en[n] + en[n + 1])/2
on = np.sum(dn**2*line(en, E, narrow))/de2
off = np.sum(dn**2*line(en, mid, narrow))/de2_exact(Z, sqrt(2*mid))
assert on > 1.5 and off < 0.5

# time propagation of 1s plus box p states in a Gaussian pulse
dz = dn/sqrt(3); wn = en + Z*Z/2
def tdse(t, c):
    field = E0*exp(-t*t/(2*tau*tau))*np.cos(omega*t); ph = np.exp(1j*wn*t)
    return -1j*field*np.concatenate([[np.sum(dz*ph.conj()*c[1:])], dz*ph*c[0]])
c0 = np.zeros(len(en) + 1, complex); c0[0] = 1
sol = solve_ivp(tdse, (-8*tau, 8*tau), c0, method="DOP853", rtol=1e-9, atol=1e-12, max_step=0.5)
p_num = np.sum(abs(sol.y[1:, -1])**2); p_form = rate(avg)*tau*sqrt(pi)
assert close(p_num, p_form, 1e-4)   # higher orders in E0 are of size P ~ 1e-6

# cross section: atomic-unit formula against rate / SI photon flux
pc = lambda name: sc.physical_constants[name][0]
a0 = pc("Bohr radius")
sigma = 4*pi**2*sc.alpha*omega*de2/3
w_si = rate(de2)/pc("atomic unit of time")
inten = 0.5*sc.epsilon_0*sc.c*(E0*pc("atomic unit of electric field"))**2
assert close(w_si/(inten/(omega*pc("Hartree energy"))), sigma*a0**2, 1e-8)
sigma0 = 4*pi**2*sc.alpha*0.5*d0**2/3
for lab, val, un in [("line width s", s, "Eh"), ("continuum line average", avg, "a0^2/Eh"),
        ("level spacing, small box", en[n + 1] - en[n], "Eh"),
        ("narrow width", narrow, "Eh"), ("narrow sum/D_E^2 on level", on, ""),
        ("narrow sum/D_E^2 between", off, ""), ("tau", tau, "a.u."),
        ("P propagated", p_num, ""), ("P formula", p_form, ""),
        ("intensity", inten/1e4, "W/cm^2"), ("W", w_si, "1/s"),
        ("sigma", sigma, "a0^2"), ("sigma", sigma*a0**2/1e-22, "Mb"),
        ("threshold D_E^2", d0**2, "a0^2/Eh"), ("threshold sigma", sigma0, "a0^2"),
        ("threshold sigma", sigma0*a0**2/1e-22, "Mb")]:
    show(lab, val, un)
print("verified")
```

Printed output:

```
Z = 1 
k = 1.5 1/a0
nu = 0.6666667 
E = 1.125 Eh
omega = 1.625 Eh
photon energy = 44.2185 eV
E0 = 0.001 a.u.
C_1 = 0.8262123 
exp(-2 nu atan(1/nu)) = 0.2697144 
I closed form = 0.3505415 a0^1.5
I from ODE = 0.3505415 a0^1.5
D_k^2 from ODE = 0.07822743 a0^3
D_E^2 = 0.05215162 a0^2/Eh
|M|^2 along z, delta^3 = 0.002766729 a0^5
packet norm ratio, k = 1 
packet norm ratio, E = 1 
ratio, u_k misused in E packet = 1.413325 
W from k = 2.730652e-08 a.u.
W from E = 2.730652e-08 a.u.
W from delta^3 = 2.730652e-08 a.u.
R = 61.75012 a0
 level number = 30 
 int F^2 = 30.04337 a0
 phi_k = 60.08674 a0
 phi_k asymptotic = 60.09867 a0
 D_n^2 = 0.004090066 a0^2
 dn/dE = 12.7508 1/Eh
 rel. error of spacing density = 2.618333e-05 
 W from box = 2.730652e-08 a.u.
 rel. error with R/pi density = 0.02768286 
 box line sum = 0.05413838 a0^2/Eh
R = 120.1018 a0
 level number = 58 
 int F^2 = 59.07426 a0
 phi_k = 118.1485 a0
 phi_k asymptotic = 118.1547 a0
 D_n^2 = 0.002080083 a0^2
 dn/dE = 25.07189 1/Eh
 rel. error of spacing density = 4.152173e-06 
 W from box = 2.730652e-08 a.u.
 rel. error with R/pi density = 0.01653224 
 box line sum = 0.05413838 a0^2/Eh
line width s = 0.1 Eh
continuum line average = 0.05413838 a0^2/Eh
level spacing, small box = 0.07972885 Eh
narrow width = 0.015 Eh
narrow sum/D_E^2 on level = 2.085847 
narrow sum/D_E^2 between = 0.1245942 
tau = 7.071068 a.u.
P propagated = 3.552742e-07 
P formula = 3.552743e-07 
intensity = 3.509446e+10 W/cm^2
W = 1.128889e+09 1/s
sigma = 0.008138137 a0^2
sigma = 0.227891 Mb
threshold D_E^2 = 4.688804 a0^2/Eh
threshold sigma = 0.2251313 a0^2
threshold sigma = 6.304318 Mb
verified
```
